# Dead Space and Excess Noise in Thin Avalanche Photodiodes: a program that tests the result

```python
"""
Result under test: at fixed avalanche gain a thinner layer can have a lower
excess noise factor, because the dead space becomes a larger fraction of the
mean distance between ionizations.
Symbols: width = avalanche layer (nm); field in MV/cm (1 MV/cm = 0.1 V/nm);
dead = threshold energy / (charge * field), the distance without ionization;
rate = ionization rate per nm after the dead space; mean distance
L = dead + 1/rate; r = dead/L; M = mean number of pairs per injected electron;
noise factor = <N^2>/<N>^2 with N the number of pairs.
Material parameters are rough rounded values in the regime of Al0.48In0.52As.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import toeplitz, lu_factor, lu_solve
from scipy.optimize import brentq

TARGET = 10.0
E_TH_E, E_TH_H = 3.2, 3.5              # threshold energies, eV
A_E, FC_E, POW_E = 0.4, 2.1, 1.2       # 1/nm, MV/cm, exponent
A_H, FC_H, POW_H = 0.2, 2.8, 1.05


def kernel(width, dead, rate, cells):
    """Path density integrated exactly against piecewise linear functions."""
    if rate == 0:
        return np.zeros((cells + 1, cells + 1))
    step = width / cells

    def first(t):
        return -np.expm1(-rate * np.maximum(t - dead, 0))

    def second(t):
        u = np.maximum(t - dead, 0)
        return u + np.expm1(-rate * u) / rate

    t = step * np.arange(cells + 1)
    row = (second(t + step) - 2 * second(t) + second(t - step)) / step
    column = np.zeros(cells + 1)
    column[0] = row[0]
    matrix = toeplitz(column, row)
    end = t[::-1]
    matrix[:, -1] = first(end) - (second(end) - second(end - step)) / step
    return matrix


def avalanche(width, dead_e, rate_e, dead_h, rate_h, cells=200):
    """Gain and noise factor from the integral equations for the moments."""
    ke = kernel(width, dead_e, rate_e, cells)
    kh = kernel(width, dead_h, rate_h, cells)[::-1, ::-1]
    n = cells + 1
    one = np.eye(n)
    lu = lu_factor(np.block([[one - 2 * ke, -ke], [-kh, one - 2 * kh]]))
    ones = np.ones(n)
    mean = lu_solve(lu, np.concatenate([ke @ ones, kh @ ones]))
    a, b = mean[:n], mean[n:]
    source_e = 1 + 4 * a + 2 * b + 2 * a**2 + 4 * a * b
    source_h = 1 + 2 * a + 4 * b + 2 * b**2 + 4 * a * b
    square = lu_solve(lu, np.concatenate([ke @ source_e, kh @ source_h]))
    gain = 1 + a[0]
    return gain, (1 + 2 * a[0] + square[0]) / gain**2


def rate_electron(field):
    return A_E * np.exp(-(FC_E / field)**POW_E)


def rate_hole(field):
    return A_H * np.exp(-(FC_H / field)**POW_H)


def steep_hole(field):
    return rate_electron(field) * (field / 0.8)**8


def paths(field, hole=rate_hole, keep_dead=True, stiff=1.0):
    """Dead spaces and rates; without dead space the mean distance is kept."""
    de, dh = E_TH_E / (0.1 * field), E_TH_H / (0.1 * field)
    re, rh = rate_electron(field / stiff), hole(field / stiff)
    if keep_dead:
        return de, re, dh, rh
    return 0.0, 1 / (de + 1 / re), 0.0, 1 / (dh + 1 / rh)


def find_gain(model, start):
    """First parameter value, from below, at which the gain is TARGET."""
    low = start
    while 1 / model(low * 1.04)[0] > 1 / TARGET:
        low *= 1.04
    return brentq(lambda v: 1 / model(v)[0] - 1 / TARGET, low, low * 1.04,
                  xtol=1e-9)


def biased(width, **options):
    def model(field):
        return avalanche(width, *paths(field, **options))
    field = find_gain(model, 0.3)
    return field, model(field)[1]


def simulate(width, dead_e, rate_e, dead_h, rate_h, trials, rng, smear=0.0):
    """Direct branching simulation; returns pair numbers per electron."""
    count = np.ones(trials)
    ids, pos = np.arange(trials), np.zeros(trials)
    electron = np.ones(trials, dtype=bool)
    while ids.size:
        dead = np.where(electron, dead_e, dead_h)
        if smear:
            dead = dead * (1 + smear * np.clip(rng.normal(size=ids.size), -3, 3))
        path = dead + rng.exponential(size=ids.size) / np.where(
            electron, rate_e, rate_h)
        new = np.where(electron, pos + path, pos - path)
        hit = (new > 0) & (new < width)
        count += np.bincount(ids[hit], minlength=trials)
        k = int(hit.sum())
        electron = np.concatenate([electron[hit], np.ones(k, dtype=bool),
                                   np.zeros(k, dtype=bool)])
        ids, pos = np.tile(ids[hit], 3), np.tile(new[hit], 3)
    return count


# Relative spread of the ionization path, from the density itself
for dead, rate in ((0.5, 2.0), (3.0, 0.7)):
    m1 = quad(lambda x: x * rate * np.exp(-rate * (x - dead)), dead, np.inf)[0]
    m2 = quad(lambda x: x * x * rate * np.exp(-rate * (x - dead)),
              dead, np.inf)[0]
    assert abs(np.sqrt(m2 - m1**2) / m1 - (1 - dead / m1)) < 1e-6


# Electron-only avalanche: closed high-gain result against integral equations
def ratio_of(p):
    return -np.log(p) / (2 * p - 1 - np.log(p))


def closed_noise(p):
    return 2 * p**2 / (4 * p - 1 - 2 * p**2)


print("Electron-only avalanche, high gain:")
for r in (0.1, 0.3, 0.5):
    p = brentq(lambda v: ratio_of(v) - r, 0.5 + 1e-9, 1 - 1e-9)
    growth = -np.log(p) / r            # mean distance taken as 1
    gain, noise = avalanche(np.log(1000) / growth, r, 1 / (1 - r), 0, 0, 600)
    assert gain > 300 and abs(noise - closed_noise(p)) < 0.01
    print(f" r={r:.1f}: noise closed {closed_noise(p):.3f}, "
          f"numerical {noise:.3f} at M={gain:.0f}")
p_near = 1 - 1e-4
assert abs((closed_noise(p_near) - 2) / ratio_of(p_near) + 4) < 0.01

# Only r is changed: gain and ratio of mean distances are held
print("M=10, L_e/L_h=0.4, same r for both carriers:")
sweep = []
for r in (0.0, 0.2, 0.4):
    def scaled(width, r=r):
        return avalanche(width, r, 1 / (1 - r), 2.5 * r, 1 / (2.5 * (1 - r)))
    size = find_gain(scaled, 0.3)
    sweep.append(scaled(size)[1])
    print(f" r={r:.1f}: w/L_e={size:.3f}, noise factor {sweep[-1]:.3f}")
assert sweep[0] > sweep[1] > sweep[2]

# Field at which r stops rising
grid = np.linspace(0.3, 6, 20001)
dead_grid = E_TH_E / (0.1 * grid)
r_grid = dead_grid / (dead_grid + 1 / rate_electron(grid))
turn = FC_E * POW_E**(1 / POW_E)
assert abs(grid[np.argmax(r_grid)] - turn) < 0.01
print(f"Electron r rises with field up to {turn:.2f} MV/cm")

# Worked example
print(f"Thresholds e,h: {E_TH_E}, {E_TH_H} eV")
print(f"Rate prefactors e,h: {A_E*1e7:.1e}, {A_H*1e7:.1e} 1/cm")
print(f"Characteristic fields e,h: {FC_E}, {FC_H} MV/cm")
print(f"Exponents e,h: {POW_E}, {POW_H}")
print("Layers biased to M=10:")
result, local = {}, {}
for width in (1000, 400, 200, 100):
    field, noise = biased(width)
    de, re, dh, rh = paths(field)
    le, lh = de + 1 / re, dh + 1 / rh
    result[width] = (field, noise, de / le)
    print(f" w={width} nm: field {field:.4f} MV/cm, V={0.1*field*width:.2f} V")
    print(f"  electron d={de:.1f} nm, L={le:.1f} nm, r={de/le:.3f}, "
          f"w/L={width/le:.3f}")
    print(f"  hole d={dh:.1f} nm, L={lh:.1f} nm, r={dh/lh:.3f}; "
          f"rate ratio h/e {rh/re:.3f}")
    field0, noise0 = biased(width, keep_dead=False)
    _, ae, _, ah = paths(field0, keep_dead=False)
    k = ah / ae
    formula = k * TARGET + (1 - k) * (2 - 1 / TARGET)
    gain_formula = (1 - k) / (np.exp(-(1 - k) * ae * width) - k)
    assert abs(noise0 / formula - 1) < 5e-3
    assert abs(gain_formula / TARGET - 1) < 1e-2
    local[width] = noise0
    print(f"  noise factor {noise:.3f}; without dead space {noise0:.3f} "
          f"(k={k:.3f})")
assert result[100][2] > result[200][2] > result[400][2] > result[1000][2]
assert result[200][1] < result[1000][1] and result[100][1] < result[1000][1]
assert local[100] > local[1000]
print(f"Noise factor 100 nm / 1000 nm: {result[100][1]/result[1000][1]:.3f}")

# Independent simulation and grid refinement for the thinnest layer
thin = paths(result[100][0])
fine = avalanche(100, *thin, cells=400)
assert abs(fine[0] / TARGET - 1) < 0.01
assert abs(fine[1] / result[100][1] - 1) < 0.01
rng = np.random.default_rng(7)
pairs = simulate(100, *thin, 100000, rng)
for power, expected in ((1, fine[0]), (2, fine[1] * fine[0]**2)):
    sample = pairs**power
    error = sample.std() / np.sqrt(sample.size)
    assert abs(sample.mean() - expected) < 4.5 * error
print(f"Simulation, 100 nm: M={pairs.mean():.2f}, "
      f"noise factor {np.mean(pairs**2)/pairs.mean()**2:.2f}")

# A steeply rising hole rate reverses the benefit
print("Model hole law, rate ratio h/e = (field/0.8 MV/cm)^8, M=10:")
steep = {}
for width in (1000, 100):
    field, steep[width] = biased(width, hole=steep_hole)
    _, re, _, rh = paths(field, hole=steep_hole)
    print(f" w={width} nm: rate ratio {rh/re:.3f}, "
          f"noise factor {steep[width]:.3f}")
assert steep[100] > steep[1000]

# Effects left out of the model
q, hbar = const.e, const.hbar
gap_ev, mass_ratio, diameter = 1.45, 0.07, 30e-6
gap, mass = gap_ev * q, mass_ratio * const.m_e


def tunnel(field, width):
    """Two-band WKB current density in A/m^2, uniform field."""
    force, volts = q * field * 1e8, 0.1 * field * width
    exponent = np.pi * np.sqrt(2 * mass) * gap**1.5 / (4 * hbar * force)
    front = np.sqrt(2 * mass) * q**2 * force * (volts - gap_ev)
    return front / (4 * np.pi**3 * hbar**2 * np.sqrt(gap)) * np.exp(-exponent)


def tunnel_direct(field, width):
    """Same current by quadrature over transverse wave number and barrier."""
    force, volts = q * field * 1e8, 0.1 * field * width
    angle = np.linspace(-np.pi / 2, np.pi / 2, 401)
    waves = np.linspace(0, 3e9, 2001)
    prob = np.empty_like(waves)
    for i, wave in enumerate(waves):
        half = np.sqrt(gap**2 / 4 + gap * (hbar * wave)**2 / (2 * mass))
        energy = half * np.sin(angle)
        kappa2 = (2 * mass / hbar**2 * (gap / 4 - energy**2 / gap) + wave**2)
        values = np.sqrt(np.maximum(kappa2, 0)) * half * np.cos(angle)
        prob[i] = np.exp(-2 * np.trapezoid(values, angle) / force) \
            if hasattr(np, "trapezoid") else \
            np.exp(-2 * np.trapz(values, angle) / force)
    weight = waves * prob / (2 * np.pi)
    total = np.sum((weight[1:] + weight[:-1]) / 2) * (waves[1] - waves[0])
    return q**2 * (volts - gap_ev) / (np.pi * hbar) * total


assert abs(tunnel_direct(result[100][0], 100)
           / tunnel(result[100][0], 100) - 1) < 0.01
print(f"Tunnelling inputs: gap {gap_ev} eV, mass {mass_ratio} m_e, "
      f"diameter {diameter*1e6:.0f} um")
for width in (1000, 400, 200, 100):
    density = tunnel(result[width][0], width)
    current = density * np.pi * diameter**2 / 4
    print(f" w={width} nm: tunnelling {density*1e-4:.1e} A/cm2, "
          f"primary current {current:.1e} A")
soft = simulate(100, *thin, 100000, rng, smear=0.2)
print(f"Dead space smeared 20%, 100 nm: M={soft.mean():.2f}, "
      f"noise factor {np.mean(soft**2)/soft.mean()**2:.2f}")
warm_field, warm_noise = biased(100, stiff=1.02)
print(f"Characteristic fields +2%, 100 nm, M=10: V={10*warm_field:.2f} V, "
      f"noise {warm_noise:.3f}")
permittivity = 12.5 * const.epsilon_0
tail = result[100][0] * 1e8 * permittivity / (q * 5e24) * 1e9
print(f"Field tail per contact, 5e18 cm-3, permittivity 12.5: {tail:.1f} nm "
      "at w=100 nm")
for width in (1000, 100):
    drop = q * 1e21 * width * 1e-9 / permittivity / (result[width][0] * 1e8)
    print(f"Field drop, 1e15 cm-3 background, w={width} nm: {100*drop:.2f} %")
thermal = 1.5 * const.k * 300 / q
print(f"Thermal energy 1.5kT at 300 K: {thermal:.4f} eV, "
      f"{100*thermal/E_TH_E:.1f} % of electron threshold")
print("all good")
```

It prints:

```
Electron-only avalanche, high gain:
 r=0.1: noise closed 1.691, numerical 1.690 at M=920
 r=0.3: noise closed 1.356, numerical 1.355 at M=826
 r=0.5: noise closed 1.175, numerical 1.175 at M=772
M=10, L_e/L_h=0.4, same r for both carriers:
 r=0.0: w/L_e=1.294, noise factor 5.140
 r=0.2: w/L_e=1.773, noise factor 3.124
 r=0.4: w/L_e=2.121, noise factor 2.366
Electron r rises with field up to 2.44 MV/cm
Thresholds e,h: 3.2, 3.5 eV
Rate prefactors e,h: 4.0e+06, 2.0e+06 1/cm
Characteristic fields e,h: 2.1, 2.8 MV/cm
Exponents e,h: 1.2, 1.05
Layers biased to M=10:
 w=1000 nm: field 0.5131 MV/cm, V=51.31 V
  electron d=62.4 nm, L=630.0 nm, r=0.099, w/L=1.587
  hole d=68.2 nm, L=1968.3 nm, r=0.035; rate ratio h/e 0.299
  noise factor 3.783; without dead space 4.489 (k=0.320)
 w=400 nm: field 0.6286 MV/cm, V=25.14 V
  electron d=50.9 nm, L=226.5 nm, r=0.225, w/L=1.766
  hole d=55.7 nm, L=663.0 nm, r=0.084; rate ratio h/e 0.289
  noise factor 3.287; without dead space 4.594 (k=0.333)
 w=200 nm: field 0.7887 MV/cm, V=15.77 V
  electron d=40.6 nm, L=104.3 nm, r=0.389, w/L=1.917
  hole d=44.4 nm, L=264.0 nm, r=0.168; rate ratio h/e 0.290
  noise factor 2.902; without dead space 4.853 (k=0.365)
 w=100 nm: field 1.1130 MV/cm, V=11.13 V
  electron d=28.8 nm, L=50.0 nm, r=0.574, w/L=1.998
  hole d=31.4 nm, L=101.1 nm, r=0.311; rate ratio h/e 0.306
  noise factor 2.656; without dead space 5.360 (k=0.427)
Noise factor 100 nm / 1000 nm: 0.702
Simulation, 100 nm: M=10.03, noise factor 2.68
Model hole law, rate ratio h/e = (field/0.8 MV/cm)^8, M=10:
 w=1000 nm: rate ratio 0.050, noise factor 1.956
 w=100 nm: rate ratio 2.741, noise factor 4.110
Tunnelling inputs: gap 1.45 eV, mass 0.07 m_e, diameter 30 um
 w=1000 nm: tunnelling 1.0e-07 A/cm2, primary current 7.4e-13 A
 w=400 nm: tunnelling 4.7e-05 A/cm2, primary current 3.3e-10 A
 w=200 nm: tunnelling 1.4e-02 A/cm2, primary current 1.0e-07 A
 w=100 nm: tunnelling 1.3e+01 A/cm2, primary current 9.4e-05 A
Dead space smeared 20%, 100 nm: M=10.79, noise factor 2.84
Characteristic fields +2%, 100 nm, M=10: V=11.27 V, noise 2.662
Field tail per contact, 5e18 cm-3, permittivity 12.5: 15.4 nm at w=100 nm
Field drop, 1e15 cm-3 background, w=1000 nm: 2.82 %
Field drop, 1e15 cm-3 background, w=100 nm: 0.13 %
Thermal energy 1.5kT at 300 K: 0.0388 eV, 1.2 % of electron threshold
all good
```
